# Full depletion in junctionless wires and double-gate slabs: the root-two ratio, part 1

(Sections cited here and not found follow in the second part.)

## The depleted body and its electrostatics

A uniform charge density fixes the curvature of the electrostatic potential, and a curvature multiplied by the square of a length is a potential. The potential drop across a depleted semiconductor body must therefore grow as the donor density times the square of the body's size, with a pure number in front that depends on the shape. When two bodies of different shape have the same donor density, the same permittivity and the same potential drop, all material quantities cancel from the ratio of their sizes. What remains is a ratio of shape numbers, and symmetry nearly suffices to find it. In a flat slab the potential curves along one direction, while in a round wire the same total curvature is shared equally between two.

The bodies in question are the channels of junctionless transistors. Such a transistor has the same type of doping in source, channel and drain, and it conducts through its whole cross-section when the gate leaves the channel neutral. To switch it off, the gate must drive the electrons out of the cross-section. A body that is too thick keeps a neutral core which the gate cannot remove, so the largest size that can be depleted is a basic design quantity.

Take n-type material with a uniform density $N$ of ionised donors and relative permittivity $\kappa$. One body is a slab of thickness $2a$ between two identical gates at the same voltage, wide enough for its edges to be ignored. The other is a long wire of radius $R$ with a gate all around it. Nothing varies along the channel. The donors are treated as a smooth charge, and in the depleted region the mobile electrons are neglected altogether; this is the depletion approximation. The word "centre" means the mid-plane of the slab or the axis of the wire.

The algebra uses atomic units, in which the elementary charge, the electron mass, $\hbar$ and $4\pi\varepsilon_0$ are all one. The electrostatic potential $\phi$ then obeys

$$
\nabla^2\phi=-\frac{4\pi N}{\kappa}.
$$

An electron has charge $-1$, so its potential energy is $u=-\phi$, and

$$
\nabla^2u=c,\qquad c=\frac{4\pi N}{\kappa}.
$$

The zero of $u$ is its value in neutral material of the same doping. Since $c$ is positive, $u$ has its minimum at the centre and rises towards the surface: electrons are pushed away from the gate and are held longest in the middle. Let $V$ be the rise of $u$ from the centre to the semiconductor surface. As a potential, it is a drop of the same numerical size from centre to surface.

The scaling argument can now be made explicit. Write each position as $L$ times a dimensionless position, where $L$ is $a$ or $R$. Each of the two derivatives in $\nabla^2$ supplies a factor $1/L$, so in the scaled coordinates the Laplacian of $u$ equals $cL^2$. The equation is linear, hence

$$
V=\beta\,cL^2 ,
$$

where $\beta$ depends on the shape alone. Equal $V$ and equal $c$ require $\beta_{\rm slab}a^2=\beta_{\rm wire}R^2$.

In the slab, $u$ depends only on the distance $x$ from the mid-plane. A function $\alpha x^2$ has second derivative $2\alpha$, so $\alpha=c/2$. In the wire, symmetry makes $u$ a function of $r^2=x^2+y^2$. The function $\alpha(x^2+y^2)$ has Laplacian $2\alpha+2\alpha=4\alpha$, so $\alpha=c/4$. Both functions are smooth at the centre and constant on the surface, as the symmetry of the gates demands. The shape numbers are thus $1/2$ and $1/4$, and their ratio is two.

Gauss's law gives the same result together with the fields, which will be needed for the gate insulator. Let $F$ be the magnitude of the outward electric field. In atomic units, $\kappa$ times the outward flux of the field through a closed surface is $4\pi$ times the enclosed charge. By symmetry the field vanishes at the centre.

For the slab, choose a box of face area $A$ that extends from the mid-plane to the distance $x$. No flux passes through its inner face, where the field is zero, or through its sides, which are parallel to the field. The box contains the charge $NAx$, and so

$$
\kappa FA=4\pi NAx,\qquad F(x)=\frac{4\pi N}{\kappa}\,x .
$$

The energy of an electron rises by $F\,dx$ over a step $dx$ along the field, because the force on its negative charge points back to the centre. Integration gives

$$
V=\int_0^a\frac{4\pi N}{\kappa}\,x\,dx=\frac{2\pi N a^2}{\kappa}.
$$

For the wire, choose a coaxial cylinder of radius $r$ and length $\ell$. Flux leaves through the curved side, of area $2\pi r\ell$, and the enclosed charge is $N\pi r^2\ell$. Therefore

$$
\kappa F\,2\pi r\ell=4\pi N\pi r^2\ell,\qquad F(r)=\frac{2\pi N}{\kappa}\,r ,
$$

and

$$
V=\int_0^R\frac{2\pi N}{\kappa}\,r\,dr=\frac{\pi N R^2}{\kappa}.
$$

Setting the two drops equal and cancelling $\pi N/\kappa$ leaves $R^2=2a^2$. Both lengths are positive, so

$$
\boxed{R=\sqrt2\,a}
$$

at equal donor density, equal permittivity and equal potential drop inside the semiconductor.

At the same distance from the centre, the field in the wire is half that in the slab. The charge enclosed in the wire grows as $r^2$, but the surface through which its flux leaves grows as $r$; in the slab the charge grows as $x$ and the surface stays the same. Half the field at each distance means half the drop at equal size, and a size larger by $\sqrt2$ restores it. The field at the surface follows from dividing the drop by the size: it is $4\pi Na/\kappa=2V/a$ in the slab and $2\pi NR/\kappa=2V/R$ in the wire. At equal $V$ the wire therefore has the lower surface field, by the factor $\sqrt2$, in spite of its larger size.

The meaning of "fully depleted" can be seen by following the gate from the neutral state. At first a depleted layer of width $w$ lies under the surface, and the inside remains neutral with $u=0$. In the slab the field starts from zero at the inner edge of that layer, so the drop is $2\pi Nw^2/\kappa$, and the two layers meet when $w=a$. In the wire let the neutral core have radius $r_0$. Only the charge between $r_0$ and $r$ contributes to the flux, hence

$$
F(r)=\frac{2\pi N}{\kappa}\left(r-\frac{r_0^2}{r}\right),
$$

and integration from $r_0$ to $R$ gives

$$
V=\frac{\pi N}{\kappa}\left[R^2-r_0^2-2r_0^2\ln\frac{R}{r_0}\right].
$$

As $r_0$ goes to zero, the logarithmic term vanishes because $r_0^2$ falls faster than the logarithm grows, and the earlier result returns. In the opposite limit the layer $w=R-r_0$ is thin. With $\epsilon=w/r_0$, the bracket is $r_0^2[2\epsilon+\epsilon^2-2\ln(1+\epsilon)]$. Using $\ln(1+\epsilon)\approx\epsilon-\epsilon^2/2$, it becomes $2r_0^2\epsilon^2=2w^2$, which is the slab law. A thick wire is thus depleted near its surface just like a flat body. The round shape helps as the core shrinks, and the factor $\sqrt2$ belongs to the moment at which the core disappears.

Once the core has gone, there is no more charge to uncover. A further change of gate voltage lifts the whole parabola without changing its shape. If $u_0$ is the energy at the centre, the energy at the surface is

$$
U_s=u_0+V,
$$

with $V$ still given by the formulas above. At the moment of full depletion $u_0=0$ and $U_s=V$.

Many channels are neither round nor very wide. An elliptic cross-section with semi-axes $p$ and $q$ shows what lies between, provided that the semiconductor surface is at one potential, as it is when the drop across the insulator is negligible. The function

$$
u=V\left(\frac{x^2}{p^2}+\frac{y^2}{q^2}\right)
$$

is zero at the centre and equals $V$ on the whole surface. Its Laplacian is $2V(1/p^2+1/q^2)$, which must equal $4\pi N/\kappa$. If $a$ is the half-thickness of the slab with the same drop, then $4\pi N/\kappa=2V/a^2$, and consequently

$$
\frac1{p^2}+\frac1{q^2}=\frac1{a^2}.
$$

A circle has $p=q=R$ and gives $R=\sqrt2\,a$; a very wide ellipse has $p=a$. For a sheet three times as wide as it is thick, $q=3p$ and $p=a\sqrt{1+1/9}=1.05\,a$. Most of the advantage of the round wire has then been lost, since the curvature along the wide direction is only one ninth of that along the thin one.

For a numerical case take silicon with $\kappa=11.7$, $N=10^{19}\ {\rm cm^{-3}}$ and $V=0.5$ eV. These are rough, typical values for a junctionless transistor. The atomic unit of energy times length, which is the square of the elementary charge divided by $4\pi\varepsilon_0$, equals 1.44 eV nm, and the donor density is $0.01\ {\rm nm^{-3}}$. The slab formula gives

$$
a^2=\frac{\kappa V}{2\pi N}
=\frac{11.7\times0.5}{2\pi\times0.01\times1.44}\ {\rm nm^2}
=64.7\ {\rm nm^2},
$$

so $a=8.04$ nm, or 80.4 Å. For the wire $R^2$ is twice as large, and $R=11.37$ nm, or 113.7 Å. The slab may be 16.1 nm thick and the wire 22.7 nm in diameter. The surface fields $2V/a$ and $2V/R$ are 1.24 and 0.88 MV/cm. These are high fields, but an electron or hole that crosses from centre to surface gains or loses at most 0.5 eV. This is less than the silicon gap of 1.12 eV, so the transverse drop alone can neither create electron-hole pairs by impact of initially cold carriers nor align the valence band with the conduction band within one cross-section.

The drop $V$ is not the gate voltage. Between the gate and the semiconductor lies an insulator of thickness $t$ and relative permittivity $\kappa_i$, which takes a drop of its own. With no charge at the interface, the product of permittivity and normal field is continuous. In the slab the insulator field is therefore $4\pi Na/\kappa_i$ throughout, and the drop is

$$
V_i^{\rm slab}=\frac{4\pi Nat}{\kappa_i}.
$$

Around the wire the flux spreads, and Gauss's law gives the field $2\pi NR^2/(\kappa_ir)$ outside the semiconductor. Integration from $R$ to $R+t$ yields

$$
V_i^{\rm wire}=\frac{2\pi NR^2}{\kappa_i}\ln\left(1+\frac tR\right).
$$

The total swing of the gate from the flat-band condition, in which the whole body is neutral, to full depletion is $V+V_i$. If this swing is held equal in the two devices instead of $V$, the wire can be larger still. To see this, put $R=\sqrt2\,a$ into the wire's insulator drop and use $\ln(1+t/R)<t/R$:

$$
V_i^{\rm wire}<\frac{2\pi NRt}{\kappa_i}
=\frac{V_i^{\rm slab}}{\sqrt2}.
$$

The wire of radius $\sqrt2\,a$ thus needs a smaller swing than the slab. Its swing increases with $R$: the body term clearly does, and the derivative of $R^2\ln(1+t/R)$ is $2R\ln(1+t/R)-Rt/(R+t)$, which is positive because $\ln(1+z)>z/(1+z)$ for positive $z$. The radius that uses up the slab's full swing must therefore exceed $\sqrt2\,a$.

With 2 nm of silicon dioxide, $\kappa_i=3.9$, the insulator field at the interface is three times the silicon field. In the slab this is 3.73 MV/cm, and over 2 nm it gives a drop of 0.746 V. In the wire the interface field is 2.64 MV/cm, and the effective length $R\ln(1+t/R)$ is 1.84 nm, so the drop is 0.486 V. The slab needs a total swing of 1.25 V and the wire, at $R=\sqrt2\,a$, needs 0.99 V. A numerical root search for the wire that needs the slab's swing gives $R=13.2$ nm, with 0.675 V in its body. The ratio $R/a$ is then 1.64. The value $\sqrt2$ holds for equal body drops, and it is approached at equal gate swing when the insulator drop is small compared with the body drop.

In the depletion approximation, a wire can have a radius $\sqrt2$ times the half-thickness of a slab at equal donor density, permittivity and potential drop inside the semiconductor, and a still larger one at equal gate swing. It remains to see how residual electrons, quantum confinement and the limits of real devices alter the permitted sizes and their ratio.

Numbers in the example were calculated in double precision.
